# Photoconductive gain with one mobile carrier and ohmic contacts: a numerical check

```python
# Result under test: photoconductive gain = lifetime / transit time, for mobile
# electrons, immobile trapped holes, ohmic contacts and a uniform field.
# gain: extra electrons through the circuit per absorbed photon
# lifetime: mean time until a trapped hole recombines with an electron
# transit time: length^2 / (mobility * voltage)
# Example: CdS crystal photoconductor, rough typical parameters, lengths in cm.
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# ---------- single electrons: count charge with and without reinjection ----------
rng = np.random.default_rng(7)
samples = 400000
counting = []
for ratio in (0.4, 3.0, 30.0):          # lifetime / transit time
    birth = rng.random(samples)         # position / length
    path = ratio * rng.exponential(size=samples)
    arrivals = np.floor(birth + path)   # each anode arrival is followed by reinjection
    single = np.minimum(path, 1.0 - birth)  # electron stops at the anode
    single_formula = ratio * (1 - ratio * (1 - np.exp(-1 / ratio)))
    for data, expected in ((arrivals, ratio), (single, single_formula)):
        standard_error = data.std() / np.sqrt(samples)
        assert abs(data.mean() - expected) < 5 * standard_error
    assert single.mean() < 0.5
    counting.append((ratio, arrivals.mean(), single.mean()))

# ---------- space charge: drift and Poisson equations, no diffusion ----------
# m = transit time / dielectric relaxation time. The integration variable y is
# -log(1 - N*mobility*field/J), with N the fixed charge density, J the current.
def path_integral(end, power):
    return quad(lambda y: (-np.expm1(-y))**power, 0, end,
                epsabs=0, epsrel=1e-11, limit=200)[0]

def scaled_current(m):
    # current density in units of permittivity*mobility*voltage^2/length^3
    end = brentq(lambda a: path_integral(a, 1)**2 / path_integral(a, 2) - m,
                 1e-6, m + 10, xtol=1e-13, rtol=1e-13)
    return m**2 / path_integral(end, 1)

def gain_factor(m):
    step = 0.01 * m
    return (scaled_current(m + step) - scaled_current(m - step)) / (2 * step)

space_charge = [(m, gain_factor(m)) for m in (0.01, 1.0, 50.0)]
assert abs(space_charge[0][1] - 0.75) < 0.01
# the next term of the large-m series is 5 percent of the leading one at m = 50
assert abs((1 - space_charge[2][1]) * 2 * 50.0**2 - 1) < 0.10

# ---------- response to modulated light, time in units of the lifetime ----------
response = []
for omega in (1.0, 3.0):
    period = 2 * np.pi / omega
    times = 9 * period + np.arange(400) * period / 400
    run = solve_ivp(lambda t, p: 1 + np.cos(omega * t) - p, (0, 10 * period),
                    [0.0], t_eval=times, rtol=1e-9, atol=1e-11)
    amplitude = abs(2 * np.mean(run.y[0] * np.exp(-1j * omega * times)))
    assert abs(amplitude - 1 / np.sqrt(1 + omega**2)) < 1e-5
    response.append((omega, amplitude))

# ---------- example inputs ----------
q = const.e
temperature = 300.0
thermal_voltage = const.k * temperature / q
length, width, thickness = 100e-4, 0.1, 20e-4
voltage, mobility, lifetime = 2.0, 300.0, 1e-3
dark_density, generation = 1e14, 1e15
relative_permittivity = 9.0
wavelength_nm = 520.0
permittivity = relative_permittivity * const.epsilon_0 / 100  # F/cm

field = voltage / length
drift_speed = mobility * field
transit = length / drift_speed
gain = lifetime / transit
relaxation = permittivity / (q * dark_density * mobility)
excess = generation * lifetime
area = width * thickness
photon_rate = generation * area * length
primary_current = q * photon_rate
photocurrent = q * excess * drift_speed * area
dark_current = q * dark_density * drift_speed * area
photon_energy = const.h * const.c / (wavelength_nm * 1e-9) / q
absorbed_power = photon_rate * photon_energy * q
responsivity = photocurrent / absorbed_power
bandwidth = 1 / (2 * np.pi * lifetime)
debye = np.sqrt(permittivity * thermal_voltage / (q * dark_density))

# ---------- full drift-diffusion and Poisson solution of the example ----------
# Scaled: length by the Debye length, density by the dark density, potential
# by the thermal voltage. Both contacts hold a fixed, high electron density.
nodes = 801
grid_parameter = np.linspace(-1, 1, nodes)
position = 0.5 * length / debye * (1 + np.tanh(3 * grid_parameter) / np.tanh(3))
spacing = np.diff(position)
cell = 0.5 * (spacing[1:] + spacing[:-1])
difference = sparse.diags([-1.0, 1.0], [0, 1], shape=(nodes - 1, nodes)).tocsc()
pick_left = sparse.diags([1.0], [0], shape=(nodes - 1, nodes)).tocsc()
pick_right = sparse.diags([1.0], [1], shape=(nodes - 1, nodes)).tocsc()
divergence = sparse.diags([-1.0, 1.0], [0, 1], shape=(nodes - 2, nodes - 1)).tocsc()

def bernoulli(x):
    small = np.abs(x) < 1e-3
    safe = np.where(small, 1.0, x)
    value = safe / np.expm1(safe)
    slope = (1 - value * np.exp(safe)) / np.expm1(safe)
    return (np.where(small, 1 - x / 2 + x**2 / 12, value),
            np.where(small, -0.5 + x / 6, slope))

def solve_device(potential, density, contact, light, varying_lifetime=False):
    # light: generation * low-level lifetime / dark density
    potential, density = potential.copy(), density.copy()
    density[0] = density[-1] = contact
    inner = slice(1, -1)
    for _ in range(40):
        drop = np.diff(potential)
        b_plus, s_plus = bernoulli(drop)
        b_minus, s_minus = bernoulli(-drop)
        flux = (density[1:] * b_plus - density[:-1] * b_minus) / spacing
        if varying_lifetime:
            holes = light / density[inner]
            hole_slope = -light / density[inner]**2
        else:
            holes = light * np.ones(nodes - 2)
            hole_slope = np.zeros(nodes - 2)
        poisson = divergence @ (drop / spacing) - cell * (density[inner] - 1 - holes)
        continuity = divergence @ flux
        flux_slope = (density[1:] * s_plus + density[:-1] * s_minus) / spacing
        j11 = (divergence @ sparse.diags(1 / spacing) @ difference).tocsc()[:, inner]
        j12 = sparse.diags(-cell * (1 - hole_slope))
        j21 = (divergence @ sparse.diags(flux_slope) @ difference).tocsc()[:, inner]
        j22 = (divergence @ (sparse.diags(b_plus / spacing) @ pick_right
               - sparse.diags(b_minus / spacing) @ pick_left)).tocsc()[:, inner]
        jacobian = sparse.bmat([[j11, j12], [j21, j22]], format="csc")
        change = spsolve(jacobian, -np.concatenate([poisson, continuity]))
        potential[inner] += change[:nodes - 2]
        density[inner] += change[nodes - 2:]
        if np.max(np.abs(change)) < 1e-8:
            break
    else:
        raise AssertionError("device solution did not converge")
    assert density.min() > 0
    drop = np.diff(potential)
    flux = (density[1:] * bernoulli(drop)[0]
            - density[:-1] * bernoulli(-drop)[0]) / spacing
    assert np.ptp(flux) < 1e-5 * abs(np.median(flux))
    current_density = (abs(np.median(flux)) * q * mobility * thermal_voltage
                       * dark_density / debye)
    return potential, density, current_density

contact_ratio = 100.0
potential = voltage / thermal_voltage * position / position[-1]
density = np.ones(nodes)
for contact in np.geomspace(1.0, contact_ratio, 17):
    potential, density, dark_j = solve_device(potential, density, contact, 0.0)
light_level = excess / dark_density
light_j = solve_device(potential, density, contact_ratio, light_level)[2]
varying_j = solve_device(potential, density, contact_ratio, light_level, True)[2]
device_gain = (light_j - dark_j) / (q * generation * length)
varying_gain = (varying_j - dark_j) / (q * generation * length)
assert abs(device_gain / gain - 1) < 0.02  # contact layers are about 1% of length
# uniform balance when the lifetime falls as 1/density: p*(1 + p) = light_level
uniform_holes = brentq(lambda p: p * (1 + p) - light_level, 0, light_level)
lifetime_factor = uniform_holes / light_level
assert abs(varying_gain / gain - lifetime_factor) < 0.02

# ---------- sizes of neglected effects, from rough material values ----------
hole_mobility, hole_capture_time = 15.0, 1e-9
hole_drift = hole_mobility * field * hole_capture_time
trap_depth, attempt_rate = 1.0, 1e12
release = [np.exp(trap_depth * q / (const.k * t)) / attempt_rate for t in (300, 350)]
surface_bending = 0.1
depletion = np.sqrt(2 * permittivity * surface_bending / (q * dark_density))
absorption = 300.0
depth_ratio = np.exp(-absorption * thickness)
substrate_thickness, substrate_conductivity = 0.05, 0.3  # sapphire, cm and W/(cm K)
heating = (dark_current * voltage / (length * width)
           * substrate_thickness / substrate_conductivity)
shear_sound, breakdown_field, mass_ratio = 1.8e5, 1e6, 0.2
band_density = 2 * (mass_ratio * const.m_e * const.k * temperature
                    / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
assert relaxation < 0.01 * transit and drift_speed < shear_sound
assert hole_drift < 0.01 * length and min(release) > 100 * lifetime

# ---------- output ----------
for ratio, ring, single in counting:
    print(f"lifetime/transit {ratio:.1f}: reinjected {ring:.3f}, single pass {single:.3f}")
for m, factor in space_charge:
    print(f"transit/relaxation {m:.2f}: gain factor {factor:.5f}")
for omega, amplitude in response:
    print(f"omega*lifetime {omega:.0f}: relative response {amplitude:.4f}")
print(f"length {length*1e4:.0f} um, width {width*10:.0f} mm")
print(f"thickness {thickness*1e4:.0f} um, temperature {temperature:.0f} K")
print(f"voltage {voltage:.1f} V, field {field:.0f} V/cm")
print(f"mobility {mobility:.0f} cm2/Vs, lifetime {lifetime*1e3:.1f} ms")
print(f"relative permittivity {relative_permittivity:.1f}")
print(f"dark density {dark_density:.1e} cm^-3")
print(f"generation {generation:.1e} cm^-3 s^-1")
print(f"excess density {excess:.1e} cm^-3")
print(f"drift speed {drift_speed:.2e} cm/s")
print(f"transit time {transit*1e9:.1f} ns")
print(f"transit time {transit/const.value('atomic unit of time'):.3e} atomic units")
print(f"gain lifetime/transit {gain:.0f}")
print(f"absorbed photon rate {photon_rate:.2e} 1/s")
print(f"current at gain one {primary_current*1e9:.3f} nA")
print(f"photocurrent {photocurrent*1e6:.3f} uA")
print(f"dark current {dark_current*1e6:.1f} uA")
print(f"wavelength {wavelength_nm:.0f} nm, photon energy {photon_energy:.3f} eV")
print(f"absorbed power {absorbed_power*1e9:.3f} nW")
print(f"responsivity (absorbed light) {responsivity:.0f} A/W")
print(f"bandwidth {bandwidth:.1f} Hz")
print(f"gain times bandwidth {gain*bandwidth/1e3:.1f} kHz")
print(f"dielectric relaxation time {relaxation*1e9:.3f} ns")
print(f"transit/relaxation in example {transit/relaxation:.0f}")
print(f"Debye length {debye*1e4:.3f} um")
print(f"contact density/dark density {contact_ratio:.0f}")
print(f"gain from full device solution {device_gain:.1f}")
print(f"its departure from formula {100*(device_gain/gain-1):.2f} %")
print(f"gain with density-dependent lifetime {varying_gain:.1f}")
print(f"uniform estimate of lifetime factor {lifetime_factor:.4f}")
print(f"hole mobility {hole_mobility:.0f} cm2/Vs, capture {hole_capture_time*1e9:.0f} ns")
print(f"hole drift before capture {hole_drift*1e7:.0f} nm")
print(f"trap depth {trap_depth:.1f} eV, attempt rate {attempt_rate:.0e} 1/s")
print(f"hole release time {release[0]:.1e} s at 300 K, {release[1]:.1e} s at 350 K")
print(f"surface depletion {depletion*1e4:.2f} um at {surface_bending:.1f} eV bending")
print(f"two depleted faces/thickness {2*depletion/thickness:.3f}")
print(f"absorption {absorption:.0f} 1/cm, back/front light {depth_ratio:.2f}")
print(f"sapphire {substrate_thickness*10:.1f} mm, {substrate_conductivity:.1f} W/(cm K)")
print(f"self-heating {heating:.3f} K")
print(f"shear sound speed {shear_sound:.1e} cm/s")
print(f"drift speed/sound speed {drift_speed/shear_sound:.2f}")
print(f"field/breakdown field {field/breakdown_field:.1e}")
print(f"dark density/band density {dark_density/band_density:.1e}")
print("tests ok")
```

Running it gives:

```
lifetime/transit 0.4: reinjected 0.400, single pass 0.253
lifetime/transit 3.0: reinjected 2.997, single pass 0.449
lifetime/transit 30.0: reinjected 30.053, single pass 0.495
transit/relaxation 0.01: gain factor 0.75116
transit/relaxation 1.00: gain factor 0.84214
transit/relaxation 50.00: gain factor 0.99979
omega*lifetime 1: relative response 0.7071
omega*lifetime 3: relative response 0.3162
length 100 um, width 1 mm
thickness 20 um, temperature 300 K
voltage 2.0 V, field 200 V/cm
mobility 300 cm2/Vs, lifetime 1.0 ms
relative permittivity 9.0
dark density 1.0e+14 cm^-3
generation 1.0e+15 cm^-3 s^-1
excess density 1.0e+12 cm^-3
drift speed 6.00e+04 cm/s
transit time 166.7 ns
transit time 6.890e+09 atomic units
gain lifetime/transit 6000
absorbed photon rate 2.00e+09 1/s
current at gain one 0.320 nA
photocurrent 1.923 uA
dark current 192.3 uA
wavelength 520 nm, photon energy 2.384 eV
absorbed power 0.764 nW
responsivity (absorbed light) 2516 A/W
bandwidth 159.2 Hz
gain times bandwidth 954.9 kHz
dielectric relaxation time 0.166 ns
transit/relaxation in example 1005
Debye length 0.359 um
contact density/dark density 100
gain from full device solution 6029.7
its departure from formula 0.50 %
gain with density-dependent lifetime 5954.0
uniform estimate of lifetime factor 0.9902
hole mobility 15 cm2/Vs, capture 1 ns
hole drift before capture 30 nm
trap depth 1.0 eV, attempt rate 1e+12 1/s
hole release time 6.3e+04 s at 300 K, 2.5e+02 s at 350 K
surface depletion 1.00 um at 0.1 eV bending
two depleted faces/thickness 0.100
absorption 300 1/cm, back/front light 0.55
sapphire 0.5 mm, 0.3 W/(cm K)
self-heating 0.064 K
shear sound speed 1.8e+05 cm/s
drift speed/sound speed 0.33
field/breakdown field 2.0e-04
dark density/band density 4.5e-05
tests ok
```
